\section*{Curvature-enhanced catalyst coverage and bottom-up filling of a trench}

\section*{Setting}

A film grows from the vapour on the walls and floor of a long trench, so that its profile is a curve in a plane. A catalyst floats on the film. Its coverage $\theta$ is the fraction of a full layer, and the surface advances along its normal into the gas at
\begin{equation}
v(\theta)=a+b\theta ,\qquad a,b>0,\quad 0<\theta<1 .
\end{equation}
The constants $a$ and $b$ are the same everywhere, which means that the precursor supply is uniform. The catalyst is neither supplied, lost nor buried during growth. It also does not move along the surface: it stays with surface points that travel along the local normal. Part (c) relaxes this last assumption for shallow relief.

The profile is traversed with the gas on the left. With tangent angle $\varphi$,
\begin{equation}
\boldsymbol\tau=(\cos\varphi,\sin\varphi),\qquad \mathbf n=(-\sin\varphi,\cos\varphi),\qquad \kappa=\frac{\partial\varphi}{\partial s},
\end{equation}
where $s$ is arc length and $\mathbf n$ points into the gas. A trench bottom turns left along this path, so $\kappa>0$ where the surface is concave towards the gas.

The example has width $w=200$ nm, depth $H=300$ nm, $a=10$ nm/min, $b=200$ nm/min and uniform initial coverage $\theta_0=0.05$. The initial speed is $v_0=10+200\times0.05=20$ nm/min, and the catalysed share of it is $\beta=b\theta_0/v_0=0.5$.

\section*{(a) How does the coverage of a moving surface point change?}

\textbf{Solution.} Label each surface point by its initial arc length $\sigma$. Let $\ell=\partial s/\partial\sigma$ be the stretch of the surface since the start. The catalyst on an element is fixed, $\theta\,ds=\theta_0\,d\sigma$, so $\theta=\theta_0/\ell$. The position $\mathbf r(\sigma,t)$ satisfies
\begin{equation}
\mathbf r_\sigma=\ell\boldsymbol\tau,\qquad \mathbf r_t=v\mathbf n .
\end{equation}
Differentiate the first relation in $t$ and the second in $\sigma$, using $d\boldsymbol\tau=\mathbf n\,d\varphi$ and $d\mathbf n=-\boldsymbol\tau\,d\varphi$:
\begin{equation}
\ell_t\boldsymbol\tau+\ell\varphi_t\mathbf n=v_\sigma\mathbf n-v\varphi_\sigma\boldsymbol\tau .
\end{equation}
The two components give
\begin{equation}
\ell_t=-v\varphi_\sigma,\qquad \ell\varphi_t=v_\sigma. \label{sys}
\end{equation}
Since $\varphi_\sigma=\ell\kappa$, the first says $\ell_t=-\kappa v\ell$, and therefore
\begin{equation}
\frac{d\theta}{dt}=-\frac{\theta_0\ell_t}{\ell^2}=\kappa v\theta . \label{law}
\end{equation}
Growth over a concave region shortens the surface and crowds the catalyst; growth over a convex region dilutes it. On a flat part nothing changes.

A semicircular bottom of radius $R$ with uniform coverage shows the strength of the effect. There $\kappa=1/R$ and $v=-\dot R$, so $\dot\theta/\theta=-\dot R/R$ and $\theta R$ is constant: halving the radius doubles the coverage. The law was tested by displacing a closed curve, with both signs of curvature, along its normal and measuring its change of length. The largest difference was $3\times10^{-10}$ of the largest rate.

\section*{(b) How fast does a disturbance travel along the surface?}

\textbf{Solution.} Put $\ell=\theta_0/\theta$ and $v_\sigma=b\theta_\sigma$ into \eqref{sys}:
\begin{equation}
\theta_t=\frac{v\theta^2}{\theta_0}\varphi_\sigma,\qquad
\varphi_t=\frac{b\theta}{\theta_0}\theta_\sigma .
\end{equation}
Look for a function $K(\theta)$ such that $\varphi\pm K$ is simply carried along. Choose
\begin{equation}
K'(\theta)=\sqrt{\frac{b}{v\theta}},\qquad c=\sqrt{bv\theta},\qquad \lambda=\frac{c\theta}{\theta_0}.
\end{equation}
Then $K'v\theta^2/\theta_0=\lambda$ and $b\theta/\theta_0=\lambda K'$. Adding or subtracting $K'\theta_t$ gives
\begin{equation}
(\varphi\pm K)_t=\pm\lambda(\varphi\pm K)_\sigma .
\end{equation}
Thus $\varphi+K$ travels towards smaller $\sigma$ and $\varphi-K$ towards larger $\sigma$, each at label speed $\lambda$. In real arc length the speed is $\ell\lambda=c$, relative to the normally moving points. Initially $c_0=\sqrt{200\times20\times0.05}=14.1$ nm/min.

To find $K$, set $b\theta/a=u^2$. Then $d\theta=(2au/b)\,du$ and $v=a(1+u^2)$, so
\begin{equation}
K=\int\frac{2\,du}{\sqrt{1+u^2}}=2\,\mathrm{arsinh}\sqrt{\frac{b\theta}{a}} . \label{K}
\end{equation}
The wave character needs $b>0$: curvature changes coverage, and coverage must act back on the shape. For $b=0$ the catalyst is still concentrated, but it has no influence on growth.

\section*{(c) What happens to a shallow dip, with and without surface diffusion?}

\textbf{Solution.} Write the height as $v_0t+\eta(x,t)$ and the coverage as $\theta_0+\vartheta(x,t)$. To first order $\kappa=\eta_{xx}$, and the difference between normal and vertical speed is of second order. With surface diffusivity $D$,
\begin{equation}
\eta_t=b\vartheta,\qquad \vartheta_t=v_0\theta_0\eta_{xx}+D\vartheta_{xx}.
\end{equation}
Differentiate the first equation in time and eliminate $\vartheta$. For $\eta\propto y(t)\cos kx$ this gives
\begin{equation}
y''+Dk^2y'+c_0^2k^2y=0 .
\end{equation}
Uniform initial coverage means $y(0)=1$, $y'(0)=0$. For $D=0$ the solution is $y=\cos(c_0kt)$. When the surface first becomes flat, its coverage is not uniform: the former dip holds excess catalyst and continues to grow faster. It becomes a bump of equal height after $\pi/(c_0k)$. At a wavelength of 200 nm this time is $200/(2\times14.14)=7.07$ min.

The roots of the mode equation are real when $Dk^2>2c_0k$, that is, above
\begin{equation}
D_c=\frac{2c_0}{k}.
\end{equation}
Call the two decay rates $m_1>m_2>0$. Then
\begin{equation}
y=\frac{m_1e^{-m_2t}-m_2e^{-m_1t}}{m_1-m_2}>0 ,
\end{equation}
so the dip fades without turning over. The mode solution was tested against the nonlinear equations for height and coverage at small amplitude. After 7.07 min the relative amplitudes were $-1.000$, $-0.141$ and $0.601$ for $D/D_c=0$, $0.5$ and $3$.

\section*{(d) What forms at a sharp concave corner?}

Two flat walls with coverage $\theta_0$ meet at a concave corner. Each is inclined by $\alpha$ to the line through the corner perpendicular to its bisector, so the surface turns by $2\alpha$ there. Find the coverage $\theta_f=r\theta_0$ and speed $v_f$ of a flat facet that opens between them.

\textbf{Solution.} Lay the facet horizontally and put the original corner at the origin. At time $t$ the right wall and the facet are
\begin{equation}
y=x\tan\alpha+\frac{v_0t}{\cos\alpha},\qquad y=v_ft .
\end{equation}
They meet at
\begin{equation}
x_e=\frac{v_f\cos\alpha-v_0}{\sin\alpha}\,t .
\end{equation}
The wall point arriving there has moved left by $v_0t\sin\alpha$. It began at distance $\sigma_e$ from the corner, where
\begin{equation}
\sigma_e=\frac{x_e+v_0t\sin\alpha}{\cos\alpha}
=\frac{v_f-v_0\cos\alpha}{\sin\alpha}\,t .
\end{equation}
The last step uses $-v_0+v_0\sin^2\alpha=-v_0\cos^2\alpha$. All catalyst from the consumed wall length lies on the facet, so $\theta_fx_e=\theta_0\sigma_e$ and
\begin{equation}
r=\frac{v_f-v_0\cos\alpha}{v_f\cos\alpha-v_0}. \label{r}
\end{equation}
The growth law gives $v_f=v_0[1+\beta(r-1)]$. With $C=\cos\alpha$, multiplying out \eqref{r} yields
\begin{equation}
\beta C r^2+[C(1-\beta)-1-\beta]r+\beta+C-1=0 . \label{quad}
\end{equation}
A facet of positive width needs $v_fC>v_0$. At the value of $r$ where $v_fC=v_0$, the left side of \eqref{quad} equals $-(1/C-C)<0$. The parabola opens upwards, so one root, the larger, lies above that value.

For a right-angled corner $\alpha=45^\circ$. With $\beta=0.5$,
\begin{equation}
0.354r^2-1.146r+0.207=0,\qquad r=3.05 .
\end{equation}
Hence $\theta_f=0.1525$ and $v_f=10+200\times0.1525=40.5$ nm/min. Numerical integration of the conserved front motion, which does not use \eqref{r}, also gave 0.1525.

The edge of the facet is a jump, and a stable jump must be overtaken by signals from behind while outrunning those ahead. In label length the edge moves at
\begin{equation}
S=\frac{\sigma_e}{t}=\sqrt2\,v_f-v_0=37.3\ \text{nm/min}.
\end{equation}
The signal speed is 14.1 nm/min on the wall and 107.2 nm/min on the facet, so the condition holds.

Two limits help to read the result. For a weak corner put $r=1+\epsilon$ and $C\simeq1-\alpha^2/2$. Equation \eqref{r} becomes, to second order,
\begin{equation}
(1+\epsilon)\beta\epsilon-\tfrac12\alpha^2=\beta\epsilon+\tfrac12\alpha^2
\quad\Rightarrow\quad \epsilon=\frac{\alpha}{\sqrt\beta}.
\end{equation}
If uncatalysed growth is negligible, $\beta=1$ and \eqref{quad} gives $r=(1+\sin\alpha)/\cos\alpha$, or $1+\sqrt2$ at a right angle. A smaller $\beta$ needs a larger enrichment factor $r$ to make the facet outrun the corner. Because coverage cannot exceed one, an unsaturated facet is possible only if $a+b>v_0/\cos\alpha$; here this reads $210>28.3$ nm/min. This condition is necessary but not sufficient. The actual requirement is $r\theta_0<1$, which for these $a$ and $b$ at a right angle means $\theta_0<0.40$.

\section*{(e) What happens at the convex lip of the trench?}

\textbf{Solution.} At the lip the tangent turns right by $90^\circ$. Disturbances run outwards on both sides. Their label speed $\lambda$ increases with coverage, so the front of a diluting wave moves faster than its rear, and the wave spreads smoothly instead of forming a jump. By symmetry a facet at $45^\circ$ lies between the two waves.

Across the left wave, $\varphi-K$ keeps the value brought in from the undisturbed surface. The angle falls by $\pi/4$ up to the facet, so $K$ falls by $\pi/4$ too. From \eqref{K},
\begin{equation}
\mathrm{arsinh}\sqrt{\frac{b\theta_l}{a}}
=\mathrm{arsinh}\sqrt{\frac{b\theta_0}{a}}-\frac{\pi}{8}.
\end{equation}
Here $b\theta_0/a=1$, and the right side is $0.881-0.393=0.489$. Thus $\theta_l=0.05\sinh^2(0.489)=0.0129$; the front integration gave 0.0130. The lip facet grows at 12.6 nm/min, compared with 20 nm/min on the undisturbed walls. The formula requires a positive right side; otherwise the waves dilute the surface to zero coverage before completing the turn.

\section*{(f) How does the floor overtake uniform growth?}

\textbf{Solution.} Both lower corners form the facets of part (d). Each consumes the original floor at label speed $S$, so they meet at
\begin{equation}
t_1=\frac{w/2}{S}=\frac{100}{37.3}=2.68\ \text{min}.
\end{equation}
Until then the middle of the floor has grown at 20 nm/min and stands at 53.6 nm. It has received no extra catalyst: the acceleration starts in the corners and reaches the middle with the facets.

The meeting facets form a new right-angled corner. Part (d) applies again, with $\theta_f$ and $v_f$ in place of $\theta_0$ and $v_0$. The catalysed share is now $200\times0.1525/40.5=0.753$, and \eqref{quad} gives a further enrichment by 2.64. The new floor has
\begin{equation}
\theta_2=0.402,\qquad v_2=10+200\times0.402=90.4\ \text{nm/min}.
\end{equation}

This floor spreads until it has consumed the $45^\circ$ facets. By symmetry about the original corner's bisector, the upper end of each facet is at height $St$. The floor reaches it at $t_2$, where
\begin{equation}
v_0t_1+v_2(t_2-t_1)=St_2
\quad\Rightarrow\quad
t_2=\frac{v_2-v_0}{v_2-S}\,t_1=3.55\ \text{min}.
\end{equation}
The lip does not interfere: its first signal has then travelled about 50 nm down the wall, to a height near 250 nm, while $St_2$ is about 133 nm.

At 3.293 min the predicted height is
\begin{equation}
53.6+90.4\,(3.293-2.682)=108.9\ \text{nm}.
\end{equation}
The front integration gave 109.2 nm and coverage 0.402. With the coverage held at 0.05 everywhere, the floor would stand at 65.9 nm. The enrichment therefore comes in steps for this sharp-cornered trench. The second step has the smaller factor, 2.64 against 3.05, but adds more coverage because it multiplies a value that the first has already raised.

\section*{(g) Does the trench fill before its walls meet?}

\textbf{Solution.} The undisturbed side walls meet at
\begin{equation}
t_c=\frac{w}{2v_0}=5.00\ \text{min}.
\end{equation}
If the floor reaches the mouth earlier, the trench fills from below without a seam between these walls. This condition is sufficient but not strictly necessary, because the diluted lips stay open longer than the undisturbed walls. Concave enrichment by itself does not guarantee filling from below, since the walls of a sufficiently deep trench meet first.

After $t_2$ further waves cross the narrowing floor. Numerical integration finds that coverage first reaches one at 4.11 min; a grid twice as coarse changes this by about 0.003 min. The middle of the floor is then at 201 nm and grows at 210 nm/min. The gap between undisturbed walls is $200-2\times20\times4.108=35.7$ nm, while at the height of the mouth it is 65.0 nm. The diluted lips have kept the opening wider.

Beyond this instant the model needs a rule for surplus catalyst. Assume that the surplus leaves the surface or is buried, while the floor remains saturated. Then the mouth is reached at about
\begin{equation}
t_m=4.11+\frac{300-201}{210}=4.58\ \text{min}<5.00\ \text{min}.
\end{equation}
This is a lower bound on the arrival time, because the floor cannot stay saturated to the end. On entering the flared zone below the diluted lips it widens, its coverage falls to about 0.7 at the mouth, and it arrives a few hundredths of a minute later, near 4.6 min. The trench still fills from below. If all surfaces kept the coverage 0.05, the floor would have risen 100 nm when the walls met, and a seam would occupy the upper 200 nm of the trench.

The same continuation estimates the greatest depth for which the floor reaches the mouth before $t_c$, at this width and these growth constants:
\begin{equation}
H_{\max}\simeq201+210\,(5.00-4.11)\simeq390\ \text{nm},
\end{equation}
an aspect ratio near 1.9. This is an upper bound, because it inherits the assumption of a saturated floor; dilution of the floor below the lips lowers it by 10 to 15 nm. It is not a general design limit.

\section*{(h) Which neglected effects could spoil the result?}

\textbf{Solution.} The example is placed in the regime of iodine-catalysed chemical vapour deposition of copper from a Cu(I) precursor, at 423 K and 0.1 Torr. The growth constants, coverage and pressure are rough round choices, not measurements.

\emph{Catalyst loss.} Suppose catalyst disappears at first order with an assumed lifetime of 30 min. At 3.293 min the floor height becomes 98.3 nm instead of 109.2 nm, a reduction of 10\%, and the coverage is 0.368 instead of 0.402. The floor still leads uniform growth.

\emph{Precursor depletion.} Let $N$ be the atomic density of copper, $m$ the mass of a Cu(hfac)(vtms) molecule and $P$ its pressure. Two such molecules are consumed per deposited atom, because one copper atom leaves as a Cu(II) compound. With molecular flow in the trench, the fractional drop of supply at the floor is roughly
\begin{equation}
\delta\simeq\frac{2N\bar v\sqrt{2\pi mk_BT}}{PF},\qquad
F=\sqrt{1+\frac{H^2}{w^2}}-\frac Hw=0.30 .
\end{equation}
Here $F$ is the direct view from floor to mouth. The total uptake per mouth area corresponds to $\bar v=(210\times200+2\times300\times20)/200=270$ nm/min. The result is 2.8\%, small enough to leave the filling sequence intact. For the initial geometry it is an overestimate, because $F$ leaves out precursor that reaches the floor after being re-emitted by the walls, and because the uptake of the walls is counted as if it all took place at the floor. Depletion grows as the gap narrows: for the 35.7 nm gap and 99 nm remaining depth at 4.11 min the same formula gives 5.9\%, and it rises further close to closure.

\emph{Catalyst diffusion.} This is the most severe condition. Taking the trench width as the wavelength in part (c) gives $D_c=1.5\times10^{-13}$ cm$^2$/s. This carries a shallow-relief result over to a deep trench, so it sets a scale and not a sharp threshold. For hops of length $d=0.256$ nm at an assumed attempt rate $\nu=10^{12}$ s$^{-1}$,
\begin{equation}
D=\tfrac14d^2\nu e^{-E/k_BT}<D_c
\quad\Rightarrow\quad
E>k_BT\ln\frac{d^2\nu}{4D_c}=0.76\ \text{eV}.
\end{equation}
This keeps the mode of part (c) oscillatory but does not make diffusion negligible: at $D=D_c/2$ the overturn is already cut to 14\%. The results for an immobile catalyst need $D$ well below $D_c$, and each factor of ten adds $k_BT\ln10=0.08$ eV. Halogen atoms on clean metal terraces may well have lower barriers. Immobility would then require trapping, for example at steps or grain boundaries, and must be established for the process concerned.

If diffusion instead equalises the coverage over the whole trench, floor and walls grow at one common speed, whatever its value. The walls meet after each has grown 100 nm, and the floor has then also risen 100 nm. If the total surface area shrinks, conservation raises the common speed, but the advantage of the floor is gone. Bottom-up filling by this mechanism thus needs the floor to keep a higher coverage than the walls during filling. In the example, catalyst loss reduces this advantage, and complete equalisation by diffusion removes it. The computed values are collected in the numerical output below.

\section*{Values computed for the example and the checks}
\begin{verbatim}
trench width, depth: 200, 300 nm
a, b: 10, 200 nm/min; initial coverage 0.050
initial speed v0: 20.0 nm/min; catalysed share beta 0.500
local law, largest relative error: 2.7e-10
signal speed c on initial surface: 14.14 nm/min
half period at 200 nm wavelength: 7.07 min
relative amplitude then, D/Dcrit = 0, 0.5, 3: -1.000, -0.141, 0.601
90 deg corner: coverage ratio r 3.051
facet coverage, formula and front: 0.1525, 0.1525
facet speed: 40.51 nm/min
label speeds wall, shock, facet: 14.1, 37.3, 107.2 nm/min
lip coverage, formula and front: 0.0129, 0.0130
lip speed: 12.58 nm/min
facets meet at: 2.682 min, floor height 53.6 nm
second floor speed: 90.4 nm/min, valid until 3.554 min
second floor coverage, formula and front: 0.4021, 0.4021
floor height at 3.293 min, formula and front: 108.9, 109.2 nm
uniform-growth floor height at that time: 65.9 nm
coverage first reaches one at: 4.108 min (coarser grid 4.105 min)
floor centre then: height 201.1 nm, coverage 1.000, speed 210.0 nm/min
gap then, at mouth height and between walls: 65.0, 35.7 nm
estimated arrival of floor at mouth: 4.58 min
side walls meet at: 5.00 min
uniform-growth floor height at closure: 100.0 nm
catalyst lifetime 30 min: floor height at 3.293 min 98.3 nm, coverage 0.3677
temperature 423 K, precursor pressure 0.1 Torr
estimated precursor depletion at floor: 2.8 %
critical catalyst diffusivity: 1.50e-13 cm2/s
hop length 0.256 nm, attempt rate 1e+12 1/s
hopping barrier needed to stay below it: 0.76 eV
\end{verbatim}
